\section*{Pair Number and Vacuum Persistence at a Klein Step: Two Derivations}

\section{The situation}

An electrostatic potential rises from $0$ on the far left to $V_0$ on the far right. On the left a Dirac particle has an electron continuum $E>m$ and a filled sea $E<-m$. On the right both are lifted, so the sea reaches up to $V_0-m$. When $V_0>2m$ there is a band of energies, the Klein zone $m<E<V_0-m$, in which filled levels on the right face empty levels on the left. A sea particle that runs into the step can cross it, appear as an electron on the left, and leave a hole, a positron, on the right. The question is how many pairs this makes and how likely it is that none is made.

The answer is that each mode in the Klein zone yields on average $T$ pairs and stays empty with probability $1-T$, where $T(E)$ is the one-particle flux transmission with waves labelled by their group velocity. For a step that acts for a long time $\tau$,
\begin{equation}
N\simeq\tau\int_m^{V_0-m}\frac{dE}{2\pi}\,T(E),\qquad
\ln P\simeq\tau\int_m^{V_0-m}\frac{dE}{2\pi}\,\ln[1-T(E)],
\label{result}
\end{equation}
up to terms that grow more slowly than $\tau$. Transmission at energies outside the zone contributes nothing to these rates.

Units are $\hbar=c=1$. The field has two components in one space dimension, with
$H=-i\sigma_x\partial_x+m\sigma_z+V(x)$. The potential is external: the pairs neither screen it nor interact with each other. It approaches its limits fast enough that solutions tend to plane waves.

\section{One-particle scattering}

For $\psi=(u,v)^T$, multiplying $H\psi=E\psi$ by $i\sigma_x$ gives $\psi'=i\sigma_x(E-V-m\sigma_z)\psi$, that is
\begin{equation}
u'=i(\epsilon+m)v,\qquad v'=i(\epsilon-m)u,\qquad \epsilon=E-V .
\label{ode}
\end{equation}
For constant $\epsilon$ with $|\epsilon|>m$ the ratio $(\epsilon-m)/(\epsilon+m)$ is positive for either sign of $\epsilon$. Define
\begin{equation}
w_\pm=\frac{1}{\sqrt{2\rho}}\begin{pmatrix}1\\ \pm\rho\end{pmatrix}e^{\pm iqx},\qquad
\rho=\sqrt{\frac{\epsilon-m}{\epsilon+m}},\qquad q=\rho\,(\epsilon+m).
\end{equation}
The first equation of (\ref{ode}) requires $q=(\epsilon+m)\rho$ and the second $q\rho=\epsilon-m$; both hold, and $q^2=\epsilon^2-m^2$. The current $\psi^\dagger\sigma_x\psi=2\,\mathrm{Re}\,u^*v$ equals $\pm1$ for $w_\pm$, the cross term $w_+^\dagger\sigma_xw_-\propto-\rho+\rho$ vanishes, and the density is $(1+\rho^2)/2\rho$. Since $1+\rho^2=2\epsilon/(\epsilon+m)$,
\begin{equation}
\frac{\text{current}}{\text{density}}=\frac{2\rho}{1+\rho^2}=\frac{\rho(\epsilon+m)}{\epsilon}=\frac{q}{\epsilon}=\frac{d\epsilon}{dq}\equiv v_g>0 ,
\end{equation}
the last equality following from $\epsilon\,d\epsilon=q\,dq$. So $w_+$ moves right and $w_-$ moves left. On the right of the step, in the Klein zone, $\epsilon=E-V_0<-m$, so $q<0$: the right-moving wave has negative momentum.

Let $w_{L\pm}$ and $w_{R\pm}$ be these waves with $\epsilon=E$ and $\epsilon=E-V_0$. Two solutions have unit incoming flux on one side and none on the other:
\begin{align}
\phi_L^{\rm in}&\to w_{L+}+r\,w_{L-}\ \ (x\to-\infty), & &t\,w_{R+}\ \ (x\to+\infty),\nonumber\\
\phi_R^{\rm in}&\to t'\,w_{L-}\ \ (x\to-\infty), & &w_{R-}+r'\,w_{R+}\ \ (x\to+\infty).
\end{align}
In a packet $\int dE\,f(E)\,\phi\,e^{-iEt}$ the phase $\pm qx-Et$ of $w_\pm$ is stationary at $x=\pm v_gt$. On the left, $x<0$, the wave $w_{L+}$ therefore contributes at early times and $w_{L-}$ at late times; on the right $w_{R-}$ contributes early and $w_{R+}$ late. A packet of $\phi_L^{\rm in}$ starts as a free packet on the left, and one of $\phi_R^{\rm in}$ on the right. The norm is conserved, so it can be evaluated early, where $\int dx\,w_E^\dagger w_{E'}=2\pi\delta(q-q')/v_g=2\pi\delta(E-E')$. Early packets on opposite sides do not overlap. Hence $\langle\phi^{\rm in}_{\alpha E}|\phi^{\rm in}_{\beta E'}\rangle=2\pi\delta_{\alpha\beta}\delta(E-E')$.

For two solutions at the same $E$, $\psi_1'^\dagger=-i\psi_1^\dagger(E-V-m\sigma_z)\sigma_x$, and with $\sigma_x^2=1$ the two terms of $(\psi_1^\dagger\sigma_x\psi_2)'$ cancel. Equating this constant on the left and on the right for the pairs $(L,L)$, $(R,R)$, $(L,R)$ gives
\begin{equation}
1-|r|^2=|t|^2,\qquad -|t'|^2=|r'|^2-1,\qquad -r^*t'=t^*r' .
\end{equation}
These say $S^\dagger S=1$ for $S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}$. A square matrix with a left inverse has the same right inverse, so $SS^\dagger=1$, whose first entry is $|r|^2+|t'|^2=1$. Therefore
\begin{equation}
|t|^2=|t'|^2\equiv T,\qquad |r|^2=|r'|^2\equiv R=1-T,\qquad|\det S|=1 .
\end{equation}

For the sharp step, (\ref{ode}) has bounded coefficients, so $\psi$ is continuous at $x=0$. With $a=\rho_L$, $b=\rho_R$, the two components of $\phi_L^{\rm in}$ give $(1+r)/\sqrt a=t/\sqrt b$ and $\sqrt a\,(1-r)=\sqrt b\,t$. Dividing, $a(1-r)=b(1+r)$. For $\phi_R^{\rm in}$, $t'/\sqrt a=(1+r')/\sqrt b$ and $-\sqrt a\,t'=\sqrt b\,(r'-1)$, so $a(1+r')=b(1-r')$. Thus
\begin{equation}
r=-r'=\frac{a-b}{a+b},\qquad t=t'=\frac{2\sqrt{ab}}{a+b},\qquad T=\frac{4\xi}{(1+\xi)^2},\quad \xi=\frac ab .
\label{sharp}
\end{equation}
With $y=E(V_0-E)$,
\begin{equation}
\xi^2=\frac{(E-m)(V_0-E-m)}{(E+m)(V_0-E+m)}=\frac{y-mV_0+m^2}{y+mV_0+m^2}=1-\frac{2mV_0}{y+mV_0+m^2}.
\end{equation}
So $\xi<1$ for $m>0$, $\xi$ grows with $y$, and $dT/d\xi=4(1-\xi)/(1+\xi)^3>0$. The maximum lies at $E=V_0/2$, where $\xi=(V_0-2m)/(V_0+2m)$ and $T_{\max}=4(V_0^2-4m^2)/(2V_0)^2=1-4m^2/V_0^2$. At both edges of the zone $T\simeq4\xi$ vanishes as a square root of the distance.

\section{First derivation: in and out modes on the static step}

Define $\phi^{\rm out}_\beta=\sum_\alpha\phi^{\rm in}_\alpha(S^\dagger)_{\alpha\beta}$. The outgoing amplitude of $\phi^{\rm in}_\alpha$ in channel $\gamma$ is $S_{\gamma\alpha}$, so that of $\phi^{\rm out}_\beta$ is $(SS^\dagger)_{\gamma\beta}=\delta_{\gamma\beta}$: its packets end as a free packet on one side. Inverting, $\phi^{\rm in}_\alpha=\sum_\beta S_{\beta\alpha}\phi^{\rm out}_\beta$.

For $V_0>2m$ the two gaps do not overlap, so at each energy one side at least propagates; a normalizable solution would have to vanish there and then, by uniqueness for (\ref{ode}), everywhere. There are no bound states, and the scattering solutions are taken as complete. The Klein-zone part of the field is
\begin{equation}
\hat\psi=\int\frac{dE}{2\pi}\,e^{-iEt}\sum_\alpha c_\alpha^{\rm in}\phi_\alpha^{\rm in}
=\int\frac{dE}{2\pi}\,e^{-iEt}\sum_\beta c_\beta^{\rm out}\phi_\beta^{\rm out},
\end{equation}
with $\{c^{\rm in}_\alpha(E),c^{{\rm in}\dagger}_\beta(E')\}=2\pi\delta_{\alpha\beta}\delta(E-E')$, which, together with the same rule for the open channels at all other energies, gives the whole field $\{\hat\psi,\hat\psi^\dagger\}=\delta(x-x')$ at equal times. Substituting the expansion of $\phi^{\rm in}_\alpha$ gives $c^{\rm out}=S\,c^{\rm in}$, and $SS^\dagger=1$ gives the out operators the same anticommutators.

To count modes, cut the zone into cells of width $\Delta$ and set
\begin{equation}
c_{nl}=\frac{1}{\sqrt{2\pi\Delta}}\int_{n\Delta}^{(n+1)\Delta}dE\,e^{-iEt_l}c(E),\qquad t_l=\frac{2\pi l}{\Delta}.
\end{equation}
Then $\{c_{nl},c^\dagger_{nl'}\}=\Delta^{-1}\int dE\,e^{-iE(t_l-t_{l'})}=\delta_{ll'}$. The operator $c_{nl}^\dagger$ creates the packet with $f(E)\propto e^{iEt_l}$, whose phase $-E(t-t_l)$ at $x=0$ is stationary at $t=t_l$. A cell thus sends one packet per channel to the step in each interval $2\pi/\Delta$, or $\tau\Delta/2\pi$ packets in a time $\tau\gg2\pi/\Delta$. If $\Delta$ is small on the scale over which $S$ varies, $S$ comes out of the integral and $c^{\rm out}=Sc^{\rm in}$ holds for each $(n,l)$ separately. From here on the operators belong to one such mode and obey $\{c_\alpha,c_\beta^\dagger\}=\delta_{\alpha\beta}$.

The energy $E$ is the same for both channels and cannot say which levels the vacuum fills. The physical criterion is local: a packet far from the step feels a constant potential, and an observer there calls it an electron level if its kinetic energy is positive and a sea level if it is negative. Left packets have $\epsilon>m$, right packets $\epsilon<-m$. Hence $c_L=a$ annihilates an electron and $c_R=b^\dagger$ creates a positron, for in and out alike, and
\begin{equation}
a_{\rm out}=r\,a_{\rm in}+t'\,b_{\rm in}^\dagger,\qquad
b_{\rm out}^\dagger=t\,a_{\rm in}+r'\,b_{\rm in}^\dagger .
\label{bog}
\end{equation}
The state $|0_{\rm in}\rangle$, annihilated by $a_{\rm in}$ and $b_{\rm in}$, has no particle approaching; $|0_{\rm out}\rangle$ has none leaving. From (\ref{bog}), $a_{\rm out}|0_{\rm in}\rangle=t'b^\dagger_{\rm in}|0_{\rm in}\rangle$ and $b_{\rm out}|0_{\rm in}\rangle=t^*a^\dagger_{\rm in}|0_{\rm in}\rangle$. The squared norms are the mean numbers:
\begin{equation}
\langle a^\dagger_{\rm out}a_{\rm out}\rangle=|t'|^2=T,\qquad \langle b^\dagger_{\rm out}b_{\rm out}\rangle=|t|^2=T .
\end{equation}

Let $|\emptyset\rangle$ be the state with both levels empty; it is annihilated by $c^{\rm in}$ and so by $c^{\rm out}=Sc^{\rm in}$. The vacua have the $R$ level filled: $|0_{\rm in}\rangle=c_R^{{\rm in}\dagger}|\emptyset\rangle$ and $|0_{\rm out}\rangle=c_R^{{\rm out}\dagger}|\emptyset\rangle=b_{\rm out}|\emptyset\rangle$. The adjoint of $c^{\rm in}=S^\dagger c^{\rm out}$ is $c_\alpha^{{\rm in}\dagger}=\sum_\beta S_{\beta\alpha}c_\beta^{{\rm out}\dagger}$. Also $b^\dagger_{\rm out}|0_{\rm out}\rangle=c_R^{\rm out}c_R^{{\rm out}\dagger}|\emptyset\rangle=|\emptyset\rangle$. Therefore
\begin{equation}
|0_{\rm in}\rangle=\big(t'a^\dagger_{\rm out}+r'b_{\rm out}\big)|\emptyset\rangle
=\big(r'+t'\,a^\dagger_{\rm out}b^\dagger_{\rm out}\big)|0_{\rm out}\rangle .
\end{equation}
The two terms are orthogonal, so $|\langle0_{\rm out}|0_{\rm in}\rangle|^2=|r'|^2=1-T$. The mode holds one pair with probability $T$ and none with probability $1-T$; since $N^2=N$ on these states the variance is $T(1-T)$. The electron leaves to the left and the positron, a vacancy in the stream $w_{R+}$, to the right. Different modes are independent, so numbers add and persistences multiply, and the density $\tau\,dE/2\pi$ gives (\ref{result}).

An incoming electron fills the second level:
\begin{equation}
a^\dagger_{\rm in}|0_{\rm in}\rangle=(r\,c_L^\dagger+t\,c_R^\dagger)(t'c_L^\dagger+r'c_R^\dagger)|\emptyset\rangle
=(rr'-tt')\,c_L^\dagger c_R^\dagger|\emptyset\rangle=\det S\;a^\dagger_{\rm out}|0_{\rm out}\rangle ,
\end{equation}
where the $c^\dagger$ are out operators, $c^{\dagger2}=0$ and $c_R^\dagger c_L^\dagger=-c_L^\dagger c_R^\dagger$. One electron leaves to the left with certainty and no pair is made in that mode. This explains the coefficients obtained when the transmitted wave is chosen by positive momentum, which selects $w_{R-}$. That solution is $\phi_L^{\rm in}+\lambda\phi_R^{\rm in}$ with the $w_{R+}$ term cancelled, $\lambda=-t/r'$. Its reflected amplitude is $r+\lambda t'=\det S/r'$ and its current on the right is $-|\lambda|^2$, so $R_{\rm naive}=1/R$ and $T_{\rm naive}=-T/R$. In magnitude these are the probabilities of electron reflection, $1$, and of pair creation, $T$, each divided by the persistence $R$.

Outside the zone there is no mixing. For $E>V_0+m$ both channels are electron levels and $a_{\rm out}=Sa_{\rm in}$; for $E<-m$ both are sea levels; for $|E|<m$ or $|E-V_0|<m$ one channel is open and $S$ is a phase. In each case in and out vacua agree up to a phase. For $V_0<2m$ a left electron level needs $E>m$ and a right sea level $E<V_0-m<m$, so they never share an energy and both rates vanish.

\section{Second derivation: the switched step and its Slater determinant}

Let $V$ act for $0<t<\tau$ and vanish otherwise. Before and after, the Hamiltonian is free and the vacuum is unambiguous: all levels in the range of $P_-$, the projector on negative free energies, are filled, and $P_+=1-P_-$. To make determinants finite, take a lattice in a large box, with $M$ sea orbitals $f_i$. Without interactions each orbital evolves with $U=e^{-iH\tau}$ and the state is the Slater determinant of the $Uf_i$. Define on the sea subspace
\begin{equation}
B=P_+UP_-,\qquad D=P_-UP_-,\qquad K=B^\dagger B .
\end{equation}
The mean number of electrons is $\sum_i\|P_+Uf_i\|^2=\mathrm{Tr}\,K$. The overlap of two Slater determinants is the determinant of the orbital overlaps, so the vacuum amplitude is $\det\langle f_i|U|f_j\rangle=\det D$. Unitarity gives $D^\dagger D+B^\dagger B=P_-U^\dagger(P_-+P_+)UP_-=P_-$. With $n_i$ the eigenvalues of $K$,
\begin{equation}
N=\sum_in_i,\qquad P=|\det D|^2=\det(D^\dagger D)=\det(1-K)=\prod_i(1-n_i).
\label{det}
\end{equation}
Choosing the $f_i$ as eigenvectors of $K$, $\langle Bf_i|Bf_j\rangle=n_i\delta_{ij}$ and $\langle Df_i|Df_j\rangle=(1-n_i)\delta_{ij}$, so $Uf_i=\sqrt{1-n_i}\,g_i^-+\sqrt{n_i}\,g_i^+$ with orthonormal $g_i^\pm$ in the ranges of $P_\pm$. Each orbital becomes an electron with probability $n_i$, independently of the others. The per-mode structure, mean $n_i$ and persistence $1-n_i$, holds for every $\tau$ and every $V$. It remains to find the $n_i$.

A sea packet far from the step sees a constant potential, so switching shifts its energy and leaves its spinor unchanged: it is a sea packet before and after. Packets that do not reach the step within $(0,\tau)$ are annihilated by $B$. Those that reach it with total energy below $-m$ scatter into sea channels on both sides, and those with $|E|<m$ return into the right sea; $B$ annihilates them too. What remains are right sea packets with $E$ in the Klein zone moving left, $f=\int\frac{dE}{2\pi}f(E)\,w_{R-}$. After scattering, the part $t'f$ on the left has positive kinetic energy and the part $r'f$ on the right has negative, so $\|Bf\|^2$ and all overlaps follow from $t'$:
\begin{equation}
\langle f|K|g\rangle=\int\frac{dE}{2\pi}f^*(E)\,T(E)\,g(E).
\end{equation}
Describe the packets by the arrival-time amplitude $\tilde f(s)=\int\frac{dE}{2\pi}f(E)e^{-iEs}$, for which $\int|\tilde f|^2ds=\int|f|^2dE/2\pi$. Multiplication by $T$, set to zero outside the zone, becomes convolution with $\tilde T(s)=\int\frac{dE}{2\pi}T(E)e^{-iEs}$, and the switching restricts $s$ to $(0,\tau)$. This description fails for orbitals that are at the step when it is switched and for very slow ones near the edges of the zone; the assumption made here is that they change traces by $o(\tau)$. Then
\begin{equation}
\mathrm{Tr}\,K^p\simeq\int_{(0,\tau)^p}ds_1\cdots ds_p\;\tilde T(s_1-s_2)\,\tilde T(s_2-s_3)\cdots\tilde T(s_p-s_1).
\end{equation}
Use the differences $\sigma_j=s_j-s_{j+1}$, $j<p$, so that the last argument is $-\sum_j\sigma_j$. For fixed $\sigma$, the integral over $s_1$ gives a length $\ell_\tau(\sigma)\le\tau$ with $\ell_\tau/\tau\to1$. The function $\tilde T$ is bounded, and it is integrable when $T$ is smooth inside the zone with square-root edges, because the substitution $E-m=z/s$ shows that such an edge contributes $|s|^{-3/2}$. Dominated convergence then gives the $p$-fold convolution at zero, and the convolution theorem gives
\begin{equation}
\frac{\mathrm{Tr}\,K^p}{\tau}\to(\tilde T*\cdots*\tilde T)(0)=\int\frac{dE}{2\pi}\,T^p .
\label{moments}
\end{equation}
All moments of the $n_i$ are those of $T(E)$ sampled with density $\tau\,dE/2\pi$. The case $p=1$ is the first half of (\ref{result}). For the second, the windowed convolution $K_0$ that describes the Klein-zone packets obeys $\langle f|K_0|f\rangle\le T_{\max}\|f\|^2$, which implies $\mathrm{Tr}\,K_0^p\le T_{\max}^{\,p-1}\mathrm{Tr}\,K_0$. The full $K$ need not obey this bound: orbitals that are at the step when it is switched can have $n_i>T_{\max}$, as happens for a wide step, and their share of $\ln P$ is again assumed to be $o(\tau)$. Then $-\ln P=\sum_p\mathrm{Tr}\,K^p/p\simeq\sum_p\mathrm{Tr}\,K_0^p/p$. If $T_{\max}<1$ the last series, divided by $\tau$, is bounded term by term by a geometric series, the limit passes inside, and $\sum_pT^p/p=-\ln(1-T)$ completes (\ref{result}).

\section{Limits}

Because $-\ln(1-T)=T+T^2/2+\dots$, the decay rate $\Gamma_P=-\ln P/\tau$ exceeds the pair rate $\Gamma_N=N/\tau$, and the Poisson form $P=e^{-N}$ holds for $T\ll1$ in the sense that $\Gamma_P/\Gamma_N\to1$; the factor $Pe^{N}$ itself still falls at long times, at the rate $\Gamma_P-\Gamma_N$. For the sharp step just above threshold, $w=V_0-2m\ll m$, the denominator of $\xi^2$ tends to $4m^2$, so $T\simeq4\xi\simeq(2/m)\sqrt{(E-m)(V_0-m-E)}$. The root integrates to the area $\pi w^2/8$ of a half disc of diameter $w$, so $\Gamma_N\simeq\Gamma_P\simeq w^2/8m$ to leading order in $w/m$. For $m\to0$, $\xi\to1$ and $T\to1$ inside the zone: $\Gamma_N\to V_0/2\pi$, one pair per mode, while $\Gamma_P$ diverges and the bound on the series is lost.

\section{Worked example}

Take $V_0=4m$ and $E=2.5m$, with $m=1$. On the left $a=\sqrt{1.5/3.5}=0.65465$ and $k=3.5\,a=2.2913$. On the right $\epsilon=-1.5$, $b=\sqrt{(-2.5)/(-0.5)}=2.23607$, $q=-0.5\,b=-1.1180$ and $v_g=q/\epsilon=0.7454$. For the sharp step $r=(0.65465-2.23607)/(0.65465+2.23607)=-0.5471$, $R=r^2=0.2993$, $T=0.7007$. This mode yields $0.7007$ pairs with variance $0.7007\times0.2993=0.2097$ and persists with probability $0.2993$. The momentum-labelled coefficients are $1/R=3.341$ and $-T/R=-2.341$. At $E=V_0/2$ the formula gives $T=1-4/16$, and Runge--Kutta integration of (\ref{ode}) through a tanh step of width $10^{-3}/m$ gives $0.749998$.

The zone supplies $(V_0-2m)/2\pi=0.3183\,m$ modes per unit time. Gauss--Legendre quadrature of (\ref{sharp}) gives $\Gamma_N=0.2059\,m$, a mean transmission $0.2059/0.3183=0.647$, and $\Gamma_P=0.3483\,m$. For the electron mass, $mc^2/\hbar=7.763\times10^{20}\,\mathrm{s}^{-1}$, these are $1.599\times10^{20}$ and $2.704\times10^{20}\,\mathrm{s}^{-1}$ for the single two-component field of this model.

For the smooth step $V=\tfrac12V_0[1+\tanh(x/d)]$ with $d=0.5/m$, integrating (\ref{ode}) numerically and projecting on $w_\pm$ gives $T=0.3880$ and persistence $0.6120$ at $E=2.5m$, and over the zone $\Gamma_N=0.1129\,m$, $\int T^2dE/2\pi=0.0423\,m$, $\Gamma_P=0.1419\,m$.

The quantities (\ref{det}) for this step were computed without any scattering input on a chain with $H_{jj}=m(-1)^j+V(x_j)$ and $H_{j,j\pm1}=-1/2h$. For constant $V$, amplitudes $A$ and $A'$ on even and odd sites with phase $e^{i\theta j}$ obey $(\epsilon-m)A=-A'\cos\theta/h$ and $(\epsilon+m)A'=-A\cos\theta/h$, so $\epsilon^2=m^2+\sin^2(kh)/h^2$ for $\theta=\pi/2+kh$, the Dirac dispersion when $kh\ll1$. With $1200$ sites and $h=0.125/m$ the ends lie $75/m$ from the step, beyond reach for $\tau\le70/m$. Diagonalizing the chain with and without $V$ yields $U$, $P_\pm$, the $n_i$ and $\det D$:
\begin{center}
\begin{tabular}{cccc}
$m\tau$ & $N$ & $\sum n_i^2$ & $-\ln P$\\
30 & 3.5304 & 1.2694 & 4.3964\\
50 & 5.8039 & 2.1273 & 7.2595\\
70 & 8.0773 & 2.9855 & 10.1225
\end{tabular}
\end{center}
Straight-line fits over $m\tau=30,40,\dots,70$ give slopes $0.11367$, $0.04290$ and $0.14315$ in units of $m$. The chain's own transmission, from the site recursion matched to unit-flux Bloch waves, gives $0.11367$, $0.04292$ and $0.14315$ in (\ref{moments}) and (\ref{result}). The lattice pair rate lies $0.7\%$ above the continuum value $0.11286$; the same excess is present in the integral of the lattice $T$, so it belongs to the discretization and not to the switching. The switching leaves an offset in $N$ that does not grow: $3.5304-30\times0.11367=0.120$ and $8.0773-70\times0.11367=0.120$. The largest $n_i$ at $m\tau=70$ is $0.4315$, against a lattice transmission $0.4317$ at the centre of the zone. At that time $-\ln P=10.12$ while $N=8.08$, so the Poisson form fails here. A left-moving sea packet started on the right near $E=2m$ ends with weight $0.4310$ on the left and the same weight in the range of $P_+$, equal to its energy-averaged transmission. For $V_0=1.5m$, on a chain of $800$ sites, the mean slope of $N$ between $m\tau=25$ and $45$ is $-2\times10^{-7}\,m$. $N$ oscillates weakly about a constant, so the size and sign of this figure depend on the times chosen. There is no growth, although that step transmits at $E>V_0+m$.

\section{What each derivation assumes}

Both need an external potential and non-interacting fermions, and both reach (\ref{result}) through the one-particle amplitude $t'$. They differ in where the vacuum comes from. The first keeps the step for all time, when energy alone defines no vacuum, and postulates that incoming channels are filled according to the sign of their local kinetic energy. The in and out labels come from the stationary-phase argument; exchanging them altogether replaces $S$ by $S^\dagger$ and leaves $T$ and $1-T$ unchanged. The filling, however, is not selected by the algebra: with both levels of a mode filled, or both empty, the in and out vacua would agree up to a phase and no pair would be made. The second starts from the free vacuum and obtains that filling as a consequence, because switching a locally constant potential leaves a distant sea packet in the sea.

They differ also in what is exact. The first is exact in each two-level space and gives phases, the state itself and the amplitude $\det S$ for an incoming electron, but its modes need $S$ constant across a cell and $\tau\gg2\pi/\Delta$, and the time $\tau$ is introduced by counting, since the persistence of an eternal step is zero. The second has exact modes for each $\tau$, the eigenvectors of $K$, but identifies their eigenvalues with $T(E)$ in distribution, as $\tau\to\infty$, assuming that switching effects are $o(\tau)$, that $\tilde T$ is integrable and, for $\ln P$, that $T_{\max}<1$. The rates in (\ref{result}) do not contain the offset that the switching leaves; at finite $\tau$ it is included in the exact expressions (\ref{det}). Both cease to apply once the charge carried away has changed $V_0$ appreciably.
